# Marangoni stress and film drainage on a wafer during withdrawal drying

## Problem

A vertical, fully wetting wafer is pulled upward out of water at speed $U=1.0$ mm/s. Alcohol vapour is absorbed at the surface. The thin upper end of the meniscus becomes richer in alcohol than the part near the bath: the surface concentration falls linearly from $c_f=20$ mol/m³ at the film end to zero at the bath end, over a length $L=1.0$ mm.

The surface tension follows the model

$$
\gamma(c)=\gamma_0-\Gamma_\infty RT\ln\!\left(1+\frac{c}{b}\right),
$$

with $\gamma_0=70$ mN/m, $\Gamma_\infty=5.0$ µmol/m², $b=150$ mol/m³ and $T=298.15$ K. The liquid has viscosity $\mu=1.0$ mPa s and density $\rho=1000$ kg/m³. These are round model parameters.

(a) What Marangoni stress acts on the liquid?

(b) How fast does it drain a film of the thickness that withdrawal would entrain without alcohol, and how does this speed compare with $U$?

(c) What upper bound can be set on the film that leaves the stressed zone?

## Solution

### Conventions and assumptions

Let $s$ point down along the wafer, with $s=0$ at the film end of the gradient, and let $y$ be the distance from the wafer. The velocity $u$ is measured relative to the wafer and is positive downward. The flow is steady and slow, with no slip at the wafer and no drag from the gas. The film slope is small, so the flow is nearly parallel to the wafer. The volume of liquid gained from or lost to the vapour within the zone is neglected. The concentration profile is given; the vapour transport that maintains it is not calculated.

### (a) The stress

A surface element is pulled toward the side of higher tension. The tangential stress on the liquid is therefore $\tau=d\gamma/ds$, positive when it acts downward. Differentiating the model gives

$$
\tau=-\frac{\Gamma_\infty RT}{b+c}\frac{dc}{ds}
=\frac{\Gamma_\infty RT}{b+c}\frac{c_f}{L},
$$

because $dc/ds=-c_f/L$. The stress is positive: it pulls liquid out of the film toward the bath. Its average over the zone needs no further approximation, since the integral of a derivative is the difference of the end values:

$$
\bar\tau=\frac1L\int_0^L\frac{d\gamma}{ds}\,ds=\frac{\Delta\gamma}{L},
\qquad
\Delta\gamma=\Gamma_\infty RT\ln\!\left(1+\frac{c_f}{b}\right).
$$

With $\Gamma_\infty RT=12.39$ mN/m,

$$
\Delta\gamma=12.39\ln\frac{170}{150}=1.55\ \text{mN/m},
\qquad \bar\tau=1.55\ \text{Pa}.
$$

The local stress runs from $1.46$ Pa at the film end to $1.65$ Pa at the bath end, so one mean value serves for an estimate. The tension itself changes by only about 2% of $\gamma_0$. A small relative change matters here because it occurs over a short distance.

### (b) The drainage speed

**Flow in a film of given thickness.** For a film of uniform thickness $h$ there is no pressure gradient along the wafer, and viscous force balances weight:

$$
\mu u''=-\rho g,\qquad u(0)=0,\qquad \mu u'(h)=\tau .
$$

One integration, using the stress at the free surface, gives $\mu u'=\tau+\rho g(h-y)$. A second, using no slip, gives

$$
u(y)=\frac{\tau y}{\mu}+\frac{\rho g}{\mu}\left(hy-\frac{y^2}{2}\right).
$$

The mean over the thickness is

$$
v=\frac1h\int_0^h u\,dy
=\frac{\tau h}{2\mu}+\frac{\rho g}{\mu}\left(\frac{h^2}{2}-\frac{h^2}{6}\right)
=\frac{\tau h}{2\mu}+\frac{\rho g h^2}{3\mu}.
$$

The stress-driven part is linear in $y$, so its surface speed $\tau h/\mu$ is twice its mean.

**The reference thickness.** Without alcohol, the entrained film is set where the flowing film joins the static meniscus. Let $\phi$ be the angle of the static surface from the horizontal, $\sigma$ the arc length and $z$ the height above the bath. Hydrostatic pressure and surface tension give

$$
\frac{d\phi}{d\sigma}=\frac{z}{\ell^2},\qquad \frac{dz}{d\sigma}=\sin\phi,\qquad \ell=\sqrt{\frac{\gamma_0}{\rho g}} .
$$

Dividing the second equation by the first gives $z\,dz=\ell^2\sin\phi\,d\phi$. Integration from the flat bath gives $z^2=2\ell^2(1-\cos\phi)$. At the wetting wall $\phi=\pi/2$, so $z=\sqrt2\,\ell$ and the curvature there is $z/\ell^2=\sqrt2/\ell$.

In the narrow region just above, gravity is negligible and the liquid pressure relative to the gas is $p=-\gamma_0h''$, with primes on $h$ denoting $d/ds$. A pressure gradient acts on the flow as weight does, with $\rho g$ replaced by $-dp/ds=\gamma_0h'''$. The downward flux relative to the wafer is then $\gamma_0h^3h'''/(3\mu)$. In the laboratory frame the upward flux is the same at every $s$ and equals $Uh_0$ in the flat film:

$$
Uh-\frac{\gamma_0h^3h'''}{3\mu}=Uh_0 .
$$

Set $h=h_0H$, $s=h_0(3\mathrm{Ca})^{-1/3}\xi$ and $\mathrm{Ca}=\mu U/\gamma_0$. All parameters then drop out:

$$
\frac{d^3H}{d\xi^3}=\frac{H-1}{H^3}.
$$

Near the flat film, $H-1$ obeys a linear equation with solutions $e^{\lambda\xi}$, $\lambda^3=1$. Only $\lambda=1$ decays upward into the film, and for a film that thickens toward the bath its amplitude is positive and merely shifts the origin of $\xi$. This solution is thus fixed apart from its position. Numerical integration shows that its second derivative tends to $K=0.643$ toward the bath. Since $h''=(3\mathrm{Ca})^{2/3}H''/h_0$, matching to the static curvature requires

$$
\frac{K(3\mathrm{Ca})^{2/3}}{h_0}=\frac{\sqrt2}{\ell}
\quad\Rightarrow\quad
h_{LL}=\frac{3^{2/3}K}{\sqrt2}\,\ell\,\mathrm{Ca}^{2/3}
=0.946\,\ell\,\mathrm{Ca}^{2/3}.
$$

This is the Landau–Levich thickness, valid for $\mathrm{Ca}\ll1$. Here $\ell=2.67$ mm and $\mathrm{Ca}=1.43\times10^{-5}$, so $h_{LL}=1.49$ µm.

**The estimate.** The mean stress drains a film of this thickness at

$$
v_M=\frac{\bar\tau h_{LL}}{2\mu}
=\frac{(1.551\ \text{Pa})(1.488\times10^{-6}\ \text{m})}{2(1.0\times10^{-3}\ \text{Pa s})}
=1.15\times10^{-3}\ \text{m/s},
$$

or about $1.2$ mm/s, slightly more than $U$. Gravity contributes about $7$ µm/s, less than 1% of this.

The condition $v_M=U$ means that a film of thickness $h_{LL}$ under this stress has no net upward transport, gravity aside. It requires

$$
\tau=\frac{2\mu U}{h_{LL}}=1.34\ \text{Pa}.
$$

Over 1 mm this is a tension difference of $1.34$ mN/m. Inverting the tension model gives the concentration difference

$$
c_f=b\left(e^{\Delta\gamma/\Gamma_\infty RT}-1\right)
=150\left(e^{1.344/12.39}-1\right)\approx17\ \text{mol/m}^3 .
$$

The speed $v_M$ belongs to a film that still has thickness $h_{LL}$. It is not a constant speed at which the wafer dries, because it falls in proportion to $h$.

### (c) A bound on the remaining film

Consider the upward flux in the laboratory frame from withdrawal and stress alone. Completing the square gives

$$
Uh-\frac{\tau h^2}{2\mu}
=\frac{\mu U^2}{2\tau}-\frac{\tau}{2\mu}\left(h-\frac{\mu U}{\tau}\right)^2
\le\frac{\mu U^2}{2\tau}.
$$

A thin film carries little because it is thin. As the film thickens, the backflow driven by the stress grows faster than the upward transport, and beyond $h=2\mu U/\tau$ the net flux is downward. The largest flux occurs at $h=\mu U/\tau$.

Capillary pressure also acts in a meniscus, and the full flux is

$$
q=Uh-\frac{\tau h^2}{2\mu}-\frac{h^3}{3\mu}\left(\rho g-\frac{dp}{ds}\right).
$$

Suppose that the stressed zone reaches up beyond the curved meniscus, so that it contains a flat stretch of film, and that the surface at its lower end is concave toward the gas, which lowers the liquid pressure there. Between the flat stretch and the lower end the average of $dp/ds$ is then negative, so $dp/ds\le0$ at some point at least. The condition matters: a gradient that begins lower, within the curved meniscus, can leave a film thicker than the bound derived here. At that point the last term cannot increase $q$, and $q\le\mu U^2/(2\tau)\le\mu U^2/(2\tau_{\min})$, where $\tau_{\min}$ is the smallest local stress in the zone. In steady flow $q$ is the same everywhere, so the bound applies to the whole zone.

Above the zone the stress is absent and gravity is negligible. The film moves with the wafer, $q=Uh_f$, and

$$
h_f\le\frac{\mu U}{2\tau_{\min}}
=\frac{(1.0\times10^{-3})(1.0\times10^{-3})}{2(1.458)}\ \text{m}
=0.34\ \text{µm}.
$$

Where the flat-stretch condition holds, the remaining film is thus at least a factor of 4.3 thinner than $h_{LL}$. It is a ceiling, not a predicted thickness: finding $h_f$ itself requires the meniscus shape with stress and capillarity together.

For a uniform stress $\tau$ the ceiling is $\mu U/(2\tau)$, and in one limit it is reached. A time-dependent film calculation without capillarity or gravity, with a stress that is uniform over the lower part of the film and falls linearly to zero above it, was started from a uniform film of thickness $1.5$ or $2.5$ in units of $\mu U/\tau$, with the same thickness imposed at the lower boundary. Both runs left a film of $0.500\,\mu U/\tau$. In that limit the outgoing film does not depend on which of these two thicknesses was used.

### Three withdrawal speeds

The concentration profile is held fixed while $U$ changes.

| $U$ (mm/s) | $h_{LL}$ (µm) | $v_M$ (mm/s) | $v_M/U$ | bound on $h_f$ (µm) |
|---:|---:|---:|---:|---:|
| 1 | 1.49 | 1.15 | 1.15 | 0.34 |
| 3 | 3.10 | 2.40 | 0.80 | 1.03 |
| 10 | 6.91 | 5.36 | 0.54 | 3.43 |

Faster withdrawal entrains a thicker film, which the same stress drains faster. But $h_{LL}$, and with it $v_M$, grows as $U^{2/3}$, so $v_M/U$ falls as $U^{-1/3}$. The two speeds are equal at $U=1.154^3\approx1.5$ mm/s.

The bound remains below $h_{LL}$ in the last two rows, although $v_M<U$ there. The two criteria differ. For a uniform stress,

$$
\frac{h_{LL}}{\mu U/(2\tau)}=\frac{2\tau h_{LL}}{\mu U}=\frac{4v_M}{U},
$$

so the bound lies below $h_{LL}$ whenever $v_M>U/4$. Where the flat-stretch condition holds, stress can thin the film substantially even when it would not stop the transport of a film of thickness $h_{LL}$. With $\tau_{\min}$, the ratio $4.34$ at 1 mm/s falls to one near $U=4.34^3\approx80$ mm/s. Above that speed the bound no longer shows that the film is thinner than $h_{LL}$.

### Why stress alone does not finish the drying

Take a stationary wafer with uniform stress, and neglect gravity, capillarity and evaporation. Conservation of liquid gives

$$
\frac{\partial h}{\partial t}
=-\frac{\partial}{\partial s}\left(\frac{\tau h^2}{2\mu}\right)
=-\frac{\tau h}{\mu}\frac{\partial h}{\partial s}.
$$

Below an upper edge at $s=0$ that receives no liquid, the thinning film has $h=\mu s/(\tau t)$: both sides of the equation then equal $-\mu s/(\tau t^2)$. The thickness stays positive at every finite time. With $\tau=1.55$ Pa, reaching 10 nm at $s=1$ mm takes about 65 s. In this model stress alone never removes all the liquid. It leaves less to be removed by other means, such as evaporation.

### Where the estimate can fail

The concentration profile is assumed, not calculated, and the results depend directly on it. The stress is proportional to $1/L$ at fixed $\Delta\gamma$, so a gradient spread over 2 mm would halve both $\bar\tau$ and $v_M$, and double the bound.

Neglecting exchange with the vapour requires gas nearly saturated with water. In dry gas, with a vapour diffusivity of $2.5\times10^{-5}$ m²/s and a saturated vapour density of 0.023 kg/m³, diffusion across a gas layer 1 mm thick removes about 0.6 µm of water per second. What thins the outgoing film is mainly the loss from the thin, flat stretch, not from the thick meniscus below it. A stretch of length $a$ lowers $h_f$ by this rate times $a/U$: about 0.06 µm for $a=0.1$ mm, and an amount comparable with the bound itself only when the stretch takes up a large part of the 1 mm zone. Evaporation only lowers the upward flux, so the upper bound still holds; net condensation could raise the film above it.

Surface and interior concentrations agree if diffusion across the film is fast. With a diffusivity $D=1.0\times10^{-9}$ m²/s, the mixing time $h_{LL}^2/D$ is about 2 ms. In a film of thickness $h_{LL}$ the surface would move down at $2.31-1.00=1.31$ mm/s in the laboratory frame and cross the zone in about 0.8 s, much longer than the mixing time. In a steady film thinner than $\mu U/\tau$ the surface moves up instead, at $U-\tau h/\mu<U$. It then needs more than 1 s to cross, while mixing is faster still. A film thicker than $h_{LL}$ mixes more slowly, and its surface also crosses the zone faster, because the surface speed $\tau h/\mu$ grows with $h$. For a film driven by the stress alone, the two times become comparable near 9 µm, where both are about 0.08 s. In the thicker meniscus, $c$ must be read as the surface concentration.

The small-slope assumption also weakens toward the bath: the static curvature $\sqrt2/\ell$ acting over 1 mm gives a slope of about 0.5. Inertia also matters there. The static meniscus is about 0.26 mm thick at that point. If a pressure gradient returns the liquid that the stress drags down, the surface speed is $u_s=\tau h/(4\mu)\approx0.10$ m/s, and the ratio of inertia to viscous force, $\rho u_s h^2/(\mu L)$, is about 6.5. The pressure gradient needed for this return flow, $3\tau/(2h)\approx9\times10^{3}$ Pa/m, is close to $\rho g$, so the stressed meniscus departs from the static shape, and these figures give only the order of magnitude. The bound does not depend on that part. The same argument can be applied to a shorter zone that starts on the flat stretch of stressed film, provided its lower end is still concave. The numerical output lists the remaining values.

## Calculated quantities

```
temperature: 298.15 K
pure-water model tension: 70.0 mN/m
saturation surface excess: 5.0 umol/m^2
isotherm concentration scale b: 150 mol/m^3
isotherm prefactor: 12.39 mN/m
viscosity: 1.0 mPa s
density: 1000 kg/m^3
gradient length: 1.0 mm
withdrawal speed: 1.0 mm/s
alcohol at film end: 20.0 mol/m^3
tension difference: 1.551 mN/m
mean Marangoni stress: 1.551 Pa
local stress at film end (minimum): 1.458 Pa
local stress at bath end (maximum): 1.653 Pa
capillary length: 2.672 mm
capillary number: 1.429e-05 (no unit)
limiting curvature K: 0.6430 (no unit)
entrainment coefficient: 0.9458 (no unit)
entrained thickness without alcohol: 1.488 um
stress-driven mean drainage speed: 1.154 mm/s
stress-driven surface speed: 2.308 mm/s
gravity-driven mean speed: 7.24 um/s
drainage speed / withdrawal speed: 1.154 (no unit)
stress needed to match withdrawal: 1.344 Pa
alcohol difference needed: 17.18 mol/m^3
residual-film upper bound: 0.343 um
entrained thickness / bound: 4.34 (no unit)
stress drainage speed at bound: 0.266 mm/s
diffusivity: 1.0e-09 m^2/s
mixing time across film: 2.21 ms
surface transit time: 0.76 s
test film thickness: 50 um
test film mean speed, numerical: 46.956 mm/s
test film mean speed, formula: 46.956 mm/s
simulated residual, supply 1.5: 0.5000 mu*U/tau
simulated residual, supply 2.5: 0.5000 mu*U/tau
U (mm/s) | h_LL (um) | stress drainage (mm/s) | bound (um)
1 | 1.488 | 1.154 | 0.343
3 | 3.095 | 2.400 | 1.029
10 | 6.905 | 5.356 | 3.429
```
